# Spin-Crossing Minima by Penalty Function and by Gradient Projection: verification in Python

```python
"""
Result under test: a finite penalty leaves a spin-crossing gap
    gap = alpha*lam/(2*sigma) + higher orders,
whereas explicit gradient projection converges to zero gap.
Penalty: F = mean + sigma*gap**2/(abs(gap)+alpha).
mean = (E_doublet+E_quartet)/2; gap = E_quartet-E_doublet.
d = gradient of gap; lam is defined by grad(mean)+lam*d = 0 on the seam.
H = Hessian(mean)+lam*Hessian(gap); kappa = 1/(d.T H^-1 d).
Coordinates are three metal-ligand distances (nm), one per trans pair.
Energies are in eV. Parameters are rough model values for the regime of
six-coordinate cobalt(II) with nitrogen donors, not a computed molecule.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize, minimize_scalar, root

MORSE = 14.0                                  # 1/nm
COUPLING = 150.0                              # eV/nm^2
DEPTH_D = np.array([4.0, 4.0, 2.0])            # eV per trans pair
DEPTH_Q = np.array([3.0, 3.0, 3.0])
R_D = np.array([0.196, 0.199, 0.222])          # nm
R_Q = np.array([0.211, 0.213, 0.216])
OFFSET = 0.08                                 # quartet minimum, eV
OFFSET_SLOPED = 0.45
ALPHA = 0.05                                  # eV
STEP = 6.0e-4                                 # nm^2/eV
IDENTITY = np.eye(3)


def energy(r, depth, r0, offset):
    u = r - r0
    return (offset + np.sum(depth * (1 - np.exp(-MORSE * u))**2)
            + COUPLING * (u[0]*u[1] + u[0]*u[2] + u[1]*u[2]))


def derivatives(r, depth, r0):
    u = r - r0
    ex = np.exp(-MORSE * u)
    grad = 2*depth*MORSE*ex*(1-ex) + COUPLING*(np.sum(u)-u)
    hess = (np.diag(2*depth*MORSE**2*ex*(2*ex-1))
            + COUPLING*(np.ones((3, 3))-IDENTITY))
    return grad, hess


def mean_gap(r, offset=OFFSET):
    e_d = energy(r, DEPTH_D, R_D, 0.0)
    e_q = energy(r, DEPTH_Q, R_Q, offset)
    return (e_d+e_q)/2, e_q-e_d


def local_data(r, offset=OFFSET):
    mean, gap = mean_gap(r, offset)
    g_d, h_d = derivatives(r, DEPTH_D, R_D)
    g_q, h_q = derivatives(r, DEPTH_Q, R_Q)
    return mean, (g_d+g_q)/2, (h_d+h_q)/2, gap, g_q-g_d, h_q-h_d


def central_gradient(function, r, h=1e-6):
    return np.array([(function(r+h*e)-function(r-h*e))/(2*h)
                     for e in IDENTITY])


def central_jacobian(function, r, h=1e-6):
    return np.column_stack([(function(r+h*e)-function(r-h*e))/(2*h)
                            for e in IDENTITY])


# Surface derivatives against differences of the defining energies.
probe = np.array([0.204, 0.207, 0.219])
for depth, r0 in ((DEPTH_D, R_D), (DEPTH_Q, R_Q)):
    grad, hess = derivatives(probe, depth, r0)
    assert np.allclose(grad, central_gradient(
        lambda r: energy(r, depth, r0, 0.0), probe), atol=1e-6)
    assert np.allclose(hess, central_jacobian(
        lambda r: derivatives(r, depth, r0)[0], probe), atol=1e-3)


def projection_map(r, offset=OFFSET):
    _, gm, _, gap, d, _ = local_data(r, offset)
    d2 = d @ d
    return r - gap*d/d2 - STEP*(gm-d*(d @ gm)/d2)


def projection_path(start, offset=OFFSET, count=120):
    path = [start.copy()]
    for _ in range(count):
        path.append(projection_map(path[-1], offset))
    return np.array(path)


def crossing_data(r, offset=OFFSET):
    mean, gm, hm, gap, d, hd = local_data(r, offset)
    lam = -(gm @ d)/(d @ d)
    hess = hm+lam*hd
    kappa = 1/(d @ np.linalg.solve(hess, d))
    assert abs(gap) < 1e-11 and np.linalg.norm(gm+lam*d) < 1e-8
    # Orthonormal directions tangent to the seam.
    tangent = np.linalg.svd(d.reshape(1, 3))[2][1:].T
    seam_eig = np.linalg.eigvalsh(tangent.T @ hess @ tangent)
    assert np.all(seam_eig > 0)
    return mean, d, lam, hess, kappa, seam_eig


path = projection_path(R_D)
crossing = path[-1]
e_cross, d, lam, hess, kappa, seam_eig = crossing_data(crossing)
assert 0 < lam < 0.5
g_d = derivatives(crossing, DEPTH_D, R_D)[0]
g_q = derivatives(crossing, DEPTH_Q, R_Q)[0]
assert g_d @ g_q < 0


def seam_minimum(delta):
    """Minimise mean energy at fixed gap, using energies only."""
    def place(yz):
        x = brentq(lambda q: mean_gap(np.array([q, *yz]))[1]-delta,
                   0.190, 0.225, xtol=1e-15)
        return np.array([x, *yz])
    start = np.array([0.206, 0.219])
    simplex = np.array([start, start+[0.002, 0], start+[0, 0.002]])
    result = minimize(lambda yz: mean_gap(place(yz))[0], start,
                      method="Nelder-Mead",
                      options={"initial_simplex": simplex, "xatol": 1e-10,
                               "fatol": 1e-15, "maxiter": 600})
    return result.fun, place(result.x)


v_zero, independent = seam_minimum(0.0)
assert np.linalg.norm(independent-crossing) < 1e-6
assert abs(v_zero-e_cross) < 1e-10
h_gap = 0.004
v_plus, v_minus = seam_minimum(h_gap)[0], seam_minimum(-h_gap)[0]
lam_numeric = -(v_plus-v_minus)/(2*h_gap)
kappa_numeric = (v_plus-2*v_zero+v_minus)/h_gap**2
assert abs(lam_numeric/lam-1) < 2e-3
assert abs(kappa_numeric/kappa-1) < 5e-3

# The local iteration matrix and observed convergence rate.
d2 = d @ d
projector = IDENTITY-np.outer(d, d)/d2
predicted_jacobian = projector @ (IDENTITY-STEP*hess)
actual_jacobian = central_jacobian(projection_map, crossing)
assert np.allclose(actual_jacobian, predicted_jacobian, atol=1e-5)
assert np.max(np.abs(actual_jacobian-actual_jacobian.T)) > 1e-3
rate = np.max(np.abs(1-STEP*seam_eig))
errors = np.linalg.norm(path-crossing, axis=1)
late = np.where(errors > 1e-11)[0][-1]
observed_rate = (errors[late]/errors[late-4])**0.25
assert abs(observed_rate/rate-1) < 0.03


def penalty_value(r, sigma, alpha, offset=OFFSET):
    mean, gap = mean_gap(r, offset)
    return mean+sigma*gap**2/(abs(gap)+alpha)


def penalty_derivatives(r, sigma, alpha, offset=OFFSET):
    _, gm, hm, gap, dg, hd = local_data(r, offset)
    size = abs(gap)+alpha
    slope = np.sign(gap)*(1-(alpha/size)**2)
    curvature = 2*alpha**2/size**3
    return (gm+sigma*slope*dg,
            hm+sigma*slope*hd+sigma*curvature*np.outer(dg, dg))


def penalty_minimum(start, sigma, alpha=ALPHA, offset=OFFSET):
    r = start.copy()
    for _ in range(200):
        grad, matrix = penalty_derivatives(r, sigma, alpha, offset)
        if np.linalg.norm(grad) < 2e-9:
            break
        eig, vec = np.linalg.eigh(matrix)
        move = -vec @ ((vec.T @ grad)/np.maximum(np.abs(eig), 1.0))
        move *= min(1.0, 0.005/np.linalg.norm(move))
        old = penalty_value(r, sigma, alpha, offset)
        scale = 1.0
        while (scale > 1e-10 and penalty_value(
                r+scale*move, sigma, alpha, offset) > old+1e-14):
            scale /= 2
        r = r+scale*move
    grad, matrix = penalty_derivatives(r, sigma, alpha, offset)
    assert np.linalg.norm(grad) < 1e-7
    assert np.all(np.linalg.eigvalsh(matrix) > 0)
    return r


def first_gap(sigma):
    return ALPHA*lam/(2*sigma)


def second_gap(sigma):
    return first_gap(sigma)*(1+3*abs(lam)/(4*sigma)
                             - kappa*ALPHA/(2*sigma))


table, penalty_points = [], {}
point = R_D.copy()
for sigma in (1.0, 4.0, 16.0, 40.0, 80.0):
    point = penalty_minimum(point, sigma)
    penalty_points[sigma] = point
    mean, gm, _, gap, dg, _ = local_data(point)
    local_lam = -(gm @ dg)/(dg @ dg)
    exact_gap = ALPHA*((1-abs(local_lam)/sigma)**-0.5-1)
    assert abs(gap/exact_gap-1) < 1e-6
    if sigma <= 16:
        fd = central_gradient(
            lambda r: penalty_value(r, sigma, ALPHA), point)
        assert np.linalg.norm(fd) < 1e-3
        table.append((sigma, gap, first_gap(sigma), second_gap(sigma),
                      mean-e_cross, np.linalg.norm(point-crossing)))

gap40 = mean_gap(penalty_points[40.0])[1]
mean80, gap80 = mean_gap(penalty_points[80.0])
first_ratio = (gap40-first_gap(40))/(gap80-first_gap(80))
second_ratio = (gap40-second_gap(40))/(gap80-second_gap(80))
assert abs(first_ratio-4) < 0.3
assert abs(second_ratio-8) < 1.0
shift = penalty_points[80.0]-crossing
predicted_shift = gap80*kappa*np.linalg.solve(hess, d)
assert np.linalg.norm(shift-predicted_shift) < 0.01*np.linalg.norm(shift)
assert abs((mean80-e_cross)/(-lam*gap80+kappa*gap80**2/2)-1) < 1e-4
penalty_drop = penalty_value(penalty_points[80.0], 80, ALPHA)-e_cross
assert abs(penalty_drop/(-ALPHA*lam**2/(4*80))-1) < 0.01

target_gap = 1e-4
sigma_target = lam/(1-(ALPHA/(ALPHA+target_gap))**2)
target_point = penalty_minimum(crossing, sigma_target)
achieved_gap = mean_gap(target_point)[1]
assert abs(achieved_gap/target_gap-1) < 0.01

# Simple gradient descent, each method measured to its own limit.
sigma_descent = 4.0
limit = penalty_points[sigma_descent]
matrix = penalty_derivatives(limit, sigma_descent, ALPHA)[1]
eig = np.linalg.eigvalsh(matrix)
condition = eig[-1]/eig[0]
distance_goal = 1e-6
projection_count = int(np.where(errors < distance_goal)[0][0])
r, descent_count = R_D.copy(), 0
while np.linalg.norm(r-limit) >= distance_goal and descent_count < 15000:
    r = r-penalty_derivatives(r, sigma_descent, ALPHA)[0]/eig[-1]
    descent_count += 1
assert np.linalg.norm(r-limit) < distance_goal
assert descent_count > projection_count

# A sloped crossing separates closed and unclosed small-alpha limits.
sloped = projection_path(R_Q, OFFSET_SLOPED, 200)[-1]
_, _, lam_s, _, _, _ = crossing_data(sloped, OFFSET_SLOPED)
assert lam_s > 0.5
assert (derivatives(sloped, DEPTH_D, R_D)[0]
        @ derivatives(sloped, DEPTH_Q, R_Q)[0]) > 0
small_alpha = 1e-4
weak_sigma, strong_sigma = 0.8*lam_s, 1.5*lam_s
weak = penalty_minimum(R_Q, weak_sigma, small_alpha, OFFSET_SLOPED)
strong = penalty_minimum(sloped, strong_sigma, small_alpha, OFFSET_SLOPED)
weak_gap = mean_gap(weak, OFFSET_SLOPED)[1]
strong_gap = mean_gap(strong, OFFSET_SLOPED)[1]


def linear_penalty_gradient(r):
    _, gm, _, _, dg, _ = local_data(r, OFFSET_SLOPED)
    return gm+weak_sigma*dg


linear_result = root(linear_penalty_gradient, R_Q, tol=1e-12)
assert np.linalg.norm(linear_penalty_gradient(linear_result.x)) < 1e-6
linear_gap = mean_gap(linear_result.x, OFFSET_SLOPED)[1]
assert linear_gap > 0 and abs(weak_gap/linear_gap-1) < 0.02
assert 0 < strong_gap < 2*small_alpha

# Spin-orbit coupling on the lower two-state surface.
spin_orbit = 0.03                              # rough value, eV


def lower_energy(r, coupling):
    mean, gap = mean_gap(r)
    return mean-np.sqrt(gap**2+4*coupling**2)/2


def lower_gradient(r, coupling):
    _, gm, _, gap, dg, _ = local_data(r)
    return gm-gap*dg/(2*np.sqrt(gap**2+4*coupling**2))


def lower_stationary(start, coupling, negative_count):
    result = root(lower_gradient, start, args=(coupling,), tol=1e-12)
    assert np.linalg.norm(lower_gradient(result.x, coupling)) < 1e-6
    matrix = central_jacobian(
        lambda r: lower_gradient(r, coupling), result.x)
    assert np.sum(np.linalg.eigvalsh((matrix+matrix.T)/2) < 0) == negative_count
    return result.x


saddle = crossing
for coupling in (0.001, 0.005, 0.01, 0.02, spin_orbit):
    saddle = lower_stationary(saddle, coupling, 1)
    if coupling == 0.001:
        lowering = e_cross-lower_energy(saddle, coupling)
        assert abs(lowering/(coupling*np.sqrt(1-4*lam**2))-1) < 0.01
lower_d = lower_stationary(R_D, spin_orbit, 0)
lower_q = lower_stationary(R_Q, spin_orbit, 0)
saddle_energy = lower_energy(saddle, spin_orbit)
coupled_barrier_d = saddle_energy-lower_energy(lower_d, spin_orbit)
coupled_barrier_q = saddle_energy-lower_energy(lower_q, spin_orbit)

# Thermal passage, zero-point energy and tunnelling estimates.
temperature = 450.0                            # K
ligand_mass_u = 15.0
pair_mass = 2*ligand_mass_u*const.atomic_mass
thermal_energy = const.k*temperature/const.e
speed = np.sqrt(np.pi*const.k*temperature/(2*pair_mass))  # m/s
gap_speed = np.linalg.norm(d)*speed*1e9       # eV/s
hbar_ev = const.hbar/const.e
hop_number = 2*np.pi*spin_orbit**2/(hbar_ev*gap_speed)


def two_state(time, amplitude):
    a, b = amplitude
    return [-1j*(time*a/2+0.05*b), -1j*(0.05*a-time*b/2)]


passage = solve_ivp(two_state, (-60, 60), [1+0j, 0j],
                    method="DOP853", rtol=1e-8, atol=1e-10)
# Finite end times and the second-order hop leave a few per cent.
assert abs(abs(passage.y[1, -1])**2/(2*np.pi*0.05**2)-1) < 0.05


def zero_point(stiffness):
    si_stiffness = stiffness*const.e*1e18
    return np.sum(hbar_ev*np.sqrt(si_stiffness/pair_mass))/2


zpe_d = zero_point(np.linalg.eigvalsh(derivatives(R_D, DEPTH_D, R_D)[1]))
zpe_q = zero_point(np.linalg.eigvalsh(derivatives(R_Q, DEPTH_Q, R_Q)[1]))
zpe_seam = zero_point(seam_eig)
hbar2_mass = const.hbar**2/(pair_mass*const.e)*1e18      # eV nm^2
reduced_force = (0.25-lam**2)*np.linalg.norm(d)
tunnel_exponent = hbar2_mass*reduced_force**2/(24*thermal_energy**3)


def tunnel_objective(depth):
    action = sum(quad(lambda x: np.sqrt(2*force*x/hbar2_mass),
                      0, depth/force)[0]
                 for force in (np.linalg.norm(g_d), np.linalg.norm(g_q)))
    return 2*action-depth/thermal_energy


tunnel_result = minimize_scalar(tunnel_objective, bounds=(0, 0.1),
                                method="bounded", options={"xatol": 1e-10})
assert abs(-tunnel_result.fun/tunnel_exponent-1) < 0.01
assert tunnel_result.x < e_cross-OFFSET


def triple(values, digits=5):
    return ", ".join(f"{value:.{digits}f}" for value in values)


print("Doublet pair depths (eV):", triple(DEPTH_D, 1))
print("Quartet pair depths (eV):", triple(DEPTH_Q, 1))
print("Doublet distances (nm):", triple(R_D, 3))
print("Quartet distances (nm):", triple(R_Q, 3))
print(f"Morse parameter: {MORSE:.1f} 1/nm")
print(f"Pair coupling: {COUPLING:.0f} eV/nm^2")
print(f"Quartet minimum above doublet: {OFFSET:.3f} eV")
print(f"Penalty alpha: {ALPHA:.3f} eV")
print(f"Projection step: {STEP:.1e} nm^2/eV")
print("Crossing distances (nm):", triple(crossing, 6))
print(f"Crossing above doublet minimum: {e_cross:.6f} eV")
print(f"Crossing above quartet minimum: {e_cross-OFFSET:.6f} eV")
print(f"Projection residual gap: {abs(mean_gap(crossing)[1]):.1e} eV")
print(f"Multiplier lambda: {lam:.6f} (no unit)")
print(f"Multiplier from seam energies: {lam_numeric:.6f} (no unit)")
print(f"Gap-gradient length: {np.linalg.norm(d):.4f} eV/nm")
print(f"Seam curvature kappa: {kappa:.5f} 1/eV")
print(f"Kappa from seam energies: {kappa_numeric:.5f} 1/eV")
print("Seam Hessian eigenvalues (eV/nm^2):", triple(seam_eig, 2))
print(f"Projection rate, predicted: {rate:.5f} per step")
print(f"Projection rate, observed: {observed_rate:.5f} per step")
for sigma, gap, first, second, energy_shift, distance in table:
    print(f"sigma {sigma:.0f}: gap, first, second (eV): "
          f"{gap:.7f}, {first:.7f}, {second:.7f}")
    print(f"  mean shift {energy_shift:.3e} eV; distance {distance:.3e} nm")
print(f"First-order error ratio, sigma 40/80: {first_ratio:.3f}")
print(f"Second-order error ratio, sigma 40/80: {second_ratio:.3f}")
print(f"Target gap: {target_gap:.1e} eV; sigma: {sigma_target:.3f}")
print(f"Achieved target gap: {achieved_gap:.6e} eV")
print(f"Descent sigma: {sigma_descent:.0f}; condition number: {condition:.2f}")
print(f"Distance goal: {distance_goal:.1e} nm")
print(f"Projection steps: {projection_count}")
print(f"Penalty descent steps: {descent_count}")
print(f"Sloped case quartet offset: {OFFSET_SLOPED:.3f} eV")
print(f"Sloped lambda: {lam_s:.6f}; small alpha: {small_alpha:.1e} eV")
print(f"Sloped weak sigma: {weak_sigma:.5f}; gap: {weak_gap:.6f} eV")
print(f"Sloped limiting gap at weak sigma: {linear_gap:.6f} eV")
print(f"Sloped strong sigma: {strong_sigma:.5f}; gap: {strong_gap:.3e} eV")
print(f"Rough spin-orbit coupling: {spin_orbit:.3f} eV")
print(f"Saddle below bare crossing: {e_cross-saddle_energy:.6f} eV")
print(f"First-order lowering: {spin_orbit*np.sqrt(1-4*lam**2):.6f} eV")
print(f"Coupled barrier from doublet: {coupled_barrier_d:.6f} eV")
print(f"Coupled barrier from quartet: {coupled_barrier_q:.6f} eV")
print(f"Temperature: {temperature:.0f} K; kT: {thermal_energy:.5f} eV")
print(f"Rough moving mass per ligand: {ligand_mass_u:.1f} u")
print(f"Flux-mean speed: {speed:.2f} m/s")
print(f"First-order hopping number: {hop_number:.4f} (no unit)")
print(f"Zero-point change from doublet: {zpe_seam-zpe_d:.6f} eV")
print(f"Zero-point change from quartet: {zpe_seam-zpe_q:.6f} eV")
print(f"Tunnelling exponent: {tunnel_exponent:.5f} (no unit)")
print(f"Tunnelling rate factor: {np.exp(tunnel_exponent):.5f} (no unit)")
print(f"Main tunnelling depth: {tunnel_result.x:.6f} eV")
print("finished without a failed check")
```

Output:

```
Doublet pair depths (eV): 4.0, 4.0, 2.0
Quartet pair depths (eV): 3.0, 3.0, 3.0
Doublet distances (nm): 0.196, 0.199, 0.222
Quartet distances (nm): 0.211, 0.213, 0.216
Morse parameter: 14.0 1/nm
Pair coupling: 150 eV/nm^2
Quartet minimum above doublet: 0.080 eV
Penalty alpha: 0.050 eV
Projection step: 6.0e-04 nm^2/eV
Crossing distances (nm): 0.205391, 0.207689, 0.217889
Crossing above doublet minimum: 0.121306 eV
Crossing above quartet minimum: 0.041306 eV
Projection residual gap: 2.8e-16 eV
Multiplier lambda: 0.117040 (no unit)
Multiplier from seam energies: 0.117043 (no unit)
Gap-gradient length: 28.6156 eV/nm
Seam curvature kappa: 1.69703 1/eV
Kappa from seam energies: 1.69703 1/eV
Seam Hessian eigenvalues (eV/nm^2): 1045.35, 1161.60
Projection rate, predicted: 0.37279 per step
Projection rate, observed: 0.37279 per step
sigma 1: gap, first, second (eV): 0.0030554, 0.0029260, 0.0030587
  mean shift -3.497e-04 eV; distance 1.093e-04 nm
sigma 4: gap, first, second (eV): 0.0007398, 0.0007315, 0.0007398
  mean shift -8.612e-05 eV; distance 2.647e-05 nm
sigma 16: gap, first, second (eV): 0.0001834, 0.0001829, 0.0001834
  mean shift -2.144e-05 eV; distance 6.563e-06 nm
First-order error ratio, sigma 40/80: 3.999
Second-order error ratio, sigma 40/80: 8.045
Target gap: 1.0e-04 eV; sigma: 29.348
Achieved target gap: 9.985478e-05 eV
Descent sigma: 4; condition number: 121.50
Distance goal: 1.0e-06 nm
Projection steps: 10
Penalty descent steps: 997
Sloped case quartet offset: 0.450 eV
Sloped lambda: 0.825897; small alpha: 1.0e-04 eV
Sloped weak sigma: 0.66072; gap: 0.078441 eV
Sloped limiting gap at weak sigma: 0.078440 eV
Sloped strong sigma: 1.23885; gap: 7.317e-05 eV
Rough spin-orbit coupling: 0.030 eV
Saddle below bare crossing: 0.028937 eV
First-order lowering: 0.029167 eV
Coupled barrier from doublet: 0.094567 eV
Coupled barrier from quartet: 0.016656 eV
Temperature: 450 K; kT: 0.03878 eV
Rough moving mass per ligand: 15.0 u
Flux-mean speed: 442.61 m/s
First-order hopping number: 0.6783 (no unit)
Zero-point change from doublet: -0.023850 eV
Zero-point change from quartet: -0.021287 eV
Tunnelling exponent: 0.04552 (no unit)
Tunnelling rate factor: 1.04658 (no unit)
Main tunnelling depth: 0.005296 eV
finished without a failed check
```
